# RPA correlation energy of crystals as a Brillouin-zone sum of log-determinants

## One transition

Put two electrons of opposite spin in a real orbital \(\psi_i\), with one empty real orbital \(\psi_a\) higher by \(\Delta\). Hartree atomic units are used throughout. Apply a weak potential growing as \(e^{\omega t}\), which is a perturbation at imaginary frequency \(i\omega\), and call its matrix element between the orbitals \(\phi\). The amplitude \(c=x+iy\) of \(\psi_a\), measured relative to the phase of \(\psi_i\), obeys \(i\dot c=\Delta c+\phi\). Its real and imaginary parts give

\[
\omega x=\Delta y,\qquad -\omega y=\Delta x+\phi
\quad\Rightarrow\quad x=-\frac{\Delta}{\Delta^2+\omega^2}\,\phi .
\]

Each spin changes the density by \(2x\,\psi_i\psi_a\), so the total change is \(N\psi_i\psi_a\) with

\[
N=-D\phi,\qquad D=\frac{4\Delta}{\Delta^2+\omega^2}.
\]

The induced density produces a Coulomb potential with matrix element \(KN\), where \(K\) is the Coulomb self-energy integral \(\iint\psi_i\psi_a\,v\,\psi_i\psi_a\). In the random-phase approximation (RPA) this classical potential is the whole feedback: \(\phi=\phi_{\rm ext}+KN\). Hence \(\phi=\phi_{\rm ext}/\epsilon\), with

\[
\epsilon(i\omega)=1+DK=\frac{\omega^2+\Omega_1^2}{\omega^2+\Delta^2},\qquad \Omega_1^2=\Delta^2+4K\Delta .
\]

The interaction has moved the excitation energy from \(\Delta\) to \(\Omega_1\). To extract an energy from \(\epsilon\), use

\[
\int_0^\infty\!\frac{d\omega}{2\pi}\ln\frac{\omega^2+a^2}{\omega^2+b^2}=\frac{a-b}{2}.
\tag{1}
\]

Both sides vanish at \(a=b\), and the \(a\)-derivative of the left side is \(\int_0^\infty d\omega\,2a/[2\pi(\omega^2+a^2)]=1/2\). Thus \(\ln\epsilon\) integrates to the zero-point shift \((\Omega_1-\Delta)/2\), while \(1-\epsilon=-DK\) integrates to \(-K\). Their sum is

\[
E=\tfrac12(\Omega_1-\Delta-2K).
\]

For small \(K\), \(\Omega_1=\Delta+2K-2K^2/\Delta+\dots\), so \(E\simeq-K^2/\Delta\). The term \(1-\epsilon\) has removed the part linear in the interaction, as a correlation energy requires. The coefficient is too large, however: the one double excitation, with matrix element \(K\) and energy \(2\Delta\), gives \(-K^2/(2\Delta)\) in second-order perturbation theory, half the RPA value.

This case also shows a defect of the approximation. With a single electron, \(D\) is halved and the same steps give \(E=\frac12(\sqrt{\Delta^2+2K\Delta}-\Delta-K)<0\), although one electron has no correlation energy. The classical feedback lets the electron respond to itself.

## Why this combination is the correlation energy

Let \(H_\lambda=T+V_\lambda+\lambda W\), with \(W\) the electron repulsion and \(V_\lambda\) chosen to keep the density \(n(\mathbf r)\) fixed for \(0\le\lambda\le1\). The ground state is assumed to evolve smoothly from the determinant \(\Phi_0\) at \(\lambda=0\). Since the first-order change of a normalized eigenstate does not change its energy, \(dE_\lambda/d\lambda=\langle W\rangle_\lambda+\int n\,dV_\lambda/d\lambda\), and

\[
E_1=E_0+\int_0^1\!d\lambda\,\langle W\rangle_\lambda+\int n\,(V_1-V_0).
\]

The energy of \(\Phi_0\) with the full Hamiltonian is \(E_0+\langle W\rangle_0+\int n(V_1-V_0)\). The correlation energy is the difference:

\[
E_c^{\rm tot}=\int_0^1\!d\lambda\,\big[\langle W\rangle_\lambda-\langle W\rangle_0\big].
\]

In \(W=\frac12\iint v(\mathbf r-\mathbf r')[\hat n(\mathbf r)\hat n(\mathbf r')-\delta(\mathbf r-\mathbf r')\hat n(\mathbf r)]\), the self-term and the product of mean densities do not depend on \(\lambda\). What remains is the change in the density fluctuations \(S_\lambda(\mathbf r,\mathbf r')=\sum_{s\ne0}n_{0s}(\mathbf r)n_{s0}(\mathbf r')\), where \(s\) labels excited states and \(n_{0s}=\langle0|\hat n|s\rangle\).

The same matrix elements determine the linear density response:

\[
\chi_\lambda(\mathbf r,\mathbf r';i\omega)=-\sum_{s\neq0}\left[\frac{n_{0s}(\mathbf r)n_{s0}(\mathbf r')}{E_s-i\omega}+\frac{n_{0s}(\mathbf r')n_{s0}(\mathbf r)}{E_s+i\omega}\right],
\tag{2}
\]

with \(E_s\) the excitation energy. Multiply by the symmetric \(v\) and integrate over both positions. The two numerators become equal, and the denominators add to \(2E_s/(E_s^2+\omega^2)\), whose integral \(\int_0^\infty d\omega/2\pi\) is \(1/2\). Therefore

\[
\tfrac12\iint vS_\lambda=-\int_0^\infty\!\frac{d\omega}{2\pi}\,\mathrm{Tr}\,v\chi_\lambda ,
\]
\[
E_c^{\rm tot}=-\int_0^1\!d\lambda\int_0^\infty\!\frac{d\omega}{2\pi}\,\mathrm{Tr}\,v(\chi_\lambda-\chi^0).
\tag{3}
\]

Up to here no approximation has been made to the response. The RPA lets the electrons respond as independent particles to the applied potential plus the induced Coulomb potential: \(\delta n=\chi^0(\phi_{\rm ext}+\lambda v\,\delta n)\). Solving for \(\delta n\) gives \(\chi_\lambda=(1-\lambda\chi^0v)^{-1}\chi^0\), hence \(v\chi_\lambda=X(1-\lambda X)^{-1}\) with \(X=v\chi^0\).

Let \(x_j\) be the eigenvalues of \(X\); they will be shown to be real and non-positive. Then

\[
\int_0^1\!d\lambda\,\frac{x_j}{1-\lambda x_j}=-\ln(1-x_j).
\]

Summing over \(j\) and inserting the result in (3),

\[
E_c^{\rm tot}=\int_0^\infty\!\frac{d\omega}{2\pi}\,\mathrm{Tr}\big[\ln(1-v\chi^0)+v\chi^0\big].
\tag{4}
\]

For one transition \(1-v\chi^0\) reduces to \(\epsilon\), and (4) is the opening result.

## From a whole crystal to one cell

Take \(N_q\) cells with periodic boundary conditions, total volume \(V\), and a neutralizing background. The allowed wavevectors \(\mathbf Q\) can be written uniquely as \(\mathbf q+\mathbf G\), with \(\mathbf q\) one of \(N_q\) points in the Brillouin zone and \(\mathbf G\) a reciprocal lattice vector. Define

\[
\chi_{\mathbf Q\mathbf Q'}=\frac1V\iint e^{-i\mathbf Q\cdot\mathbf r}\chi(\mathbf r,\mathbf r')e^{i\mathbf Q'\cdot\mathbf r'} .
\]

With this convention the Coulomb interaction is diagonal, \(v(\mathbf Q)=4\pi/Q^2\), and \(\mathrm{Tr}\,v\chi=\sum_{\mathbf Q}v(\mathbf Q)\chi_{\mathbf Q\mathbf Q}\).

Moving both positions by a lattice vector \(\mathbf R\) leaves \(\chi^0(\mathbf r,\mathbf r')\) unchanged. In the integral this shift produces

\[
\chi^0_{\mathbf Q\mathbf Q'}=e^{-i(\mathbf Q-\mathbf Q')\cdot\mathbf R}\,\chi^0_{\mathbf Q\mathbf Q'}\quad\text{for every }\mathbf R .
\]

The element vanishes unless \(\mathbf Q-\mathbf Q'\) is a reciprocal lattice vector. Thus \(\chi^0\) consists of one block \(\chi^0_{\mathbf G\mathbf G'}(\mathbf q)\) for each \(\mathbf q\). A periodic potential mixes different \(\mathbf G\), but not different \(\mathbf q\).

The blocks follow from (2) at \(\lambda=0\), where the excited states that contribute have one electron moved from an occupied to an empty orbital. Define

\[
\rho_{nm}(\mathbf G)=\langle n\mathbf k|e^{-i(\mathbf q+\mathbf G)\cdot\mathbf r}|m\,\mathbf k{+}\mathbf q\rangle .
\]

The exponential lowers the crystal momentum by \(\mathbf q\), which fixes the partner of \(\mathbf k\). The first term of (2) has \(n\) occupied and \(m\) empty; the second has them reversed. Both are contained in

\[
\chi^0_{\mathbf G\mathbf G'}(\mathbf q,i\omega)=\frac2V\sum_{\mathbf k nm}\frac{(f_{n\mathbf k}-f_{m\mathbf k+\mathbf q})\,\rho_{nm}(\mathbf G)\rho^*_{nm}(\mathbf G')}{i\omega+\varepsilon_{n\mathbf k}-\varepsilon_{m\mathbf k+\mathbf q}} .
\tag{5}
\]

Here \(f\) is 0 or 1, degenerate shells are completely filled or empty, and the factor 2 counts spin.

**Symmetrization.** For a real, spin-independent one-electron Hamiltonian (time-reversal symmetry, no spin-orbit coupling) the orbitals of the whole crystal can be chosen real. The two terms of (2) then have equal numerators. For transitions \(t\) from occupied to empty orbitals, with energy \(\Delta_t\) and pair density \(\rho_t(\mathbf Q)\),

\[
\chi^0_{\mathbf Q\mathbf Q'}=-\frac2V\sum_t\frac{2\Delta_t}{\Delta_t^2+\omega^2}\,\rho_t(\mathbf Q)\rho_t^*(\mathbf Q').
\tag{6}
\]

This matrix is Hermitian and has no positive eigenvalue. At \(\mathbf Q=0\), \(\rho_t\) is the overlap of two orthogonal orbitals and vanishes; the background removes the mean Coulomb potential. That component is therefore omitted on a finite mesh. For the others \(v>0\), and

\[
v^{-1/2}(v\chi^0)v^{1/2}=v^{1/2}\chi^0v^{1/2}
\]

is a similarity transformation, which preserves eigenvalues. It proves the property of \(x_j\) used above and suggests the symmetrized dielectric matrix

\[
\tilde\epsilon_{\mathbf G\mathbf G'}=\delta_{\mathbf G\mathbf G'}-v^{1/2}(\mathbf q{+}\mathbf G)\,\chi^0_{\mathbf G\mathbf G'}(\mathbf q,i\omega)\,v^{1/2}(\mathbf q{+}\mathbf G').
\]

It is Hermitian with eigenvalues at least 1. The trace of its logarithm is the sum of the logarithms of these eigenvalues, hence \(\ln\det\tilde\epsilon\). Equation (4) is a sum over blocks; dividing by the number of cells gives

\[
\boxed{E_c=\frac1{N_q}\sum_{\mathbf q}\int_0^\infty\!\frac{d\omega}{2\pi}\Big\{\ln\det\tilde\epsilon(\mathbf q,i\omega)+\mathrm{Tr}[1-\tilde\epsilon(\mathbf q,i\omega)]\Big\}}
\tag{7}
\]

For \(N_q=1\) there is one block, the whole periodic box. If the potential becomes uniform, \(\tilde\epsilon\) becomes diagonal and the energy of the whole box, \(N_qE_c\), is a sum of scalar terms over \(\mathbf Q=\mathbf q+\mathbf G\), independent of how the wavevectors were divided into zones.

## The same energy from excitations

The opening case had an excitation energy \(\Omega_1\); a crystal has many. Set \(B_{\mathbf Qt}=\sqrt{v(\mathbf Q)/V}\,\rho_t(\mathbf Q)\), \(K=B^\dagger B\), and let \(D\) be diagonal with elements \(4\Delta_t/(\Delta_t^2+\omega^2)\). By (6), the dielectric matrix of the whole crystal is \(1+BDB^\dagger\). Because \(\det(1+PR)=\det(1+RP)\),

\[
\det(1+BDB^\dagger)=\det(1+D^{1/2}KD^{1/2})=\frac{\det(\omega^2+M)}{\prod_t(\omega^2+\Delta_t^2)},
\]
\[
M_{tt'}=\Delta_t^2\delta_{tt'}+4\sqrt{\Delta_t}\,K_{tt'}\sqrt{\Delta_{t'}} .
\]

The last step takes a factor \((\omega^2+\Delta_t^2)^{-1/2}\) out of each row and column. If \(\Omega_n^2\) are the eigenvalues of \(M\), equation (1) integrates the logarithm to \(\frac12(\sum_n\Omega_n-\sum_t\Delta_t)\), and the trace gives \(-\sum_tK_{tt}\). Thus

\[
N_qE_c=\tfrac12\Big[\sum_n\Omega_n-\sum_t(\Delta_t+2K_{tt})\Big].
\tag{8}
\]

This form needs neither a frequency integral nor a label \(\mathbf q\), but its matrix grows with the whole crystal.

## A small metallic crystal

Take a simple cubic cell of edge \(a=4\) bohr and the one-electron potential \(-0.3\sum_j\cos(2\pi r_j/a)\) Hartree, \(j=x,y,z\). This potential defines the orbitals at \(\lambda=0\). Use a \(3\times3\times3\) mesh and, at each \(\mathbf k\), the seven plane waves with \(\mathbf G=0\) or one of the six shortest \(\mathbf G\). Filling \(\mathbf k=0\) and its six nearest mesh points in the lowest band puts 14 electrons in 27 cells. The band is partly filled; the finite mesh leaves a gap of 0.1207 Hartree. The interaction keeps 27 vectors \(\mathbf G\), with components \(-1,0,1\) in units of \(b=2\pi/a\).

At \(\mathbf q=(1/3,0,0)b\), \(q=2\pi/12\) and \(v(q)=45.84\). Equation (5) at \(\omega=0.3\) Hartree gives \(\tilde\epsilon_{00}=1.598\), and

\[
\ln\det\tilde\epsilon+\mathrm{Tr}(1-\tilde\epsilon)=0.82781-0.97856=-0.15075 .
\]

The frequency integral was evaluated by the trapezoid rule in \(\ln\omega\). Wavevectors related by cubic symmetry contribute equally:

| \(3\mathbf q/b\) | points | term (Hartree) |
|---|---:|---:|
| (0,0,0) | 1 | −0.001502 |
| (1,0,0) | 6 | −0.047204 |
| (1,1,0) | 12 | −0.014462 |
| (1,1,1) | 8 | −0.013499 |

The weighted sum is

\[
-(0.00150+0.28322+0.17355+0.10799)=-0.56626 .
\]

Division by 27 gives \(E_c=-0.02097\) Hartree per cell, or \(-0.5707\) eV. Diagonalizing \(M\) for the complete 27-cell crystal, with its 1274 transitions, and using (8) also gives \(-0.02097\) Hartree.

With only \(\mathbf G=0\) the energy is \(-0.01636\) Hartree; with seven vectors it is \(-0.02060\). The change from 7 to 27 vectors is 1.8% of the 27-vector value. This small step is a property of the seven-wave orbital basis and does not signal convergence. With 343 plane waves per \(\mathbf k\) the step from 7 to 27 vectors is 10%, the 27-vector energy is \(-0.02683\) Hartree, and 125 vectors give \(-0.02731\). The value \(-0.02097\) belongs to the truncated model. Keeping all 27 vectors but only the diagonal of \(\tilde\epsilon\) gives \(-0.01893\). This must lie above the full result, because the determinant of a positive Hermitian matrix is at most the product of its diagonal elements, while the trace is unchanged. Here the neglected off-diagonal elements account for 9.8% of the full energy; with 343 plane waves per \(\mathbf k\) and the same 27 vectors their share is 16%.

## The long-wavelength limit of a metal

The omitted component \(\mathbf Q=0\) has zero weight in the integral for an infinite crystal, but it affects convergence with the mesh. The uniform gas shows how. Let its density be \(n=k_F^3/(3\pi^2)\), and let \(F(q)\) be the frequency integral of \(\ln\epsilon+1-\epsilon\).

**Trace part.** By (6), \(\int_0^\infty(d\omega/2\pi)\,\chi^0=-nS_0(q)/2\), where \(S_0\) is the fraction of electrons that a momentum change \(\mathbf q\) takes outside the Fermi sphere. The electrons left inside occupy the overlap of two spheres displaced by \(q\), that is, two equal caps. For \(q<2k_F\),

\[
1-S_0=\frac{2\pi\int_{q/2}^{k_F}(k_F^2-z^2)dz}{4\pi k_F^3/3}
=1-\frac{3q}{4k_F}+\frac{q^3}{16k_F^3}.
\]

Consequently

\[
\int_0^\infty\!\frac{d\omega}{2\pi}(1-\epsilon)=-\frac{2\pi nS_0}{q^2}\longrightarrow-\frac{A}{q},\qquad A=\frac{k_F^2}{2\pi}.
\]

**Log part.** A transition costs \(\Delta=\mathbf k\cdot\mathbf q+q^2/2\). In \(-\chi^0\), the restriction that the final state be empty may be dropped: pairs with both states inside the sphere cancel, since the map \(\mathbf k\to-\mathbf k-\mathbf q\) keeps \(\mathbf q\), keeps both states inside the sphere, and reverses \(\Delta\). The same cancellation lets the sum of \(\Delta\) over allowed transitions run over the whole sphere, where \(\mathbf k\cdot\mathbf q\) averages to zero; counting both spins, the sum is \(nq^2/2\) per volume. Since \(2\Delta/(\Delta^2+\omega^2)\le2\Delta/\omega^2\) for the allowed ones,

\[
0\le\epsilon-1\le\frac{4\pi}{q^2}\,\frac{nq^2}{\omega^2}=\frac{\omega_p^2}{\omega^2},\qquad \omega_p^2=4\pi n .
\]

At fixed \(\omega>0\) the upper bound is approached as \(q\to0\), because all \(\Delta\) vanish. The bounding logarithm is integrable, so the limit may be taken inside the integral. Equation (1) with \(a=\omega_p\), \(b=0\) gives \(\omega_p/2\), the zero-point energy of a plasmon.

Thus \(F(q)=-A/q+\omega_p/2+\dots\). The singularity is integrable in three dimensions, since \(d^3q\) supplies \(q^2dq\). At large \(q\) the two parts cannot be separated: \(S_0=1\) makes the trace part \(-2\pi n/q^2\), whose three-dimensional integral diverges.

For numbers, the \(\mathbf k\)-integral is done in closed form. Let \(x=q/2k_F\), \(u=\omega/(qk_F)\), and slice the sphere perpendicular to \(\mathbf q\). With \(w=k_z/k_F+x\),

\[
-\chi^0=\frac{k_F}{4\pi^2x}\int_{x-1}^{x+1}\!dw\,\frac{[1-(w-x)^2]\,w}{u^2+w^2}.
\]

Polynomial division turns the integrand into

\[
-w+2x+\frac{(1-x^2+u^2)w-2xu^2}{u^2+w^2}.
\]

The polynomial part integrates to \(2x\), and the rest to a logarithm and arctangents:

\[
\begin{aligned}
-\chi^0=\frac{k_F}{2\pi^2}\Big[&1+\frac{1+u^2-x^2}{4x}\ln\frac{(1+x)^2+u^2}{(1-x)^2+u^2}\\
&-u\arctan\frac{1+x}{u}-u\arctan\frac{1-x}{u}\Big].
\end{aligned}
\]

Choose the density whose sphere per electron has radius \(r_s=2\) bohr: \(k_F=0.9596\) and \(\omega_p/2=0.3062\) Hartree. At \(q/k_F=0.1,0.01,0.001\), the log part is 0.2755, 0.3029 and 0.3059 Hartree, while the trace part is \(-1.53\), \(-15.27\) and \(-152.7\) Hartree.

## Restoring the missing mesh point

Assign two electrons to a cubic cell of volume \(V_c\) and edge \(a_g=4.062\) bohr. An \(M\times M\times M\) mesh has \(N_q=M^3\) and spacing \(h=2\pi/(a_gM)\). Near the origin, the difference between \(h^3\sum'1/Q\), with the zero omitted, and \(\int d^3q/q\) scales as \(h^2\), since \(h\) is the only length. The singular term therefore gives an error of order \(M^{-2}=N_q^{-2/3}\). The omitted constant \(\omega_p/2\) gives one of order \(1/N_q\).

Both can be treated with \(g(q)=e^{-\alpha q^2}/q\). The function \(F+Ag\) tends to \(\omega_p/2\) at \(q=0\), so that point can be included. The added term is then subtracted through its integral, \(\int d^3q\,g=4\pi\int_0^\infty q\,e^{-\alpha q^2}dq=2\pi/\alpha\):

\[
E_c\simeq\frac1{N_q}\Big[\sum_{\mathbf Q\ne0}(F+Ag)+\frac{\omega_p}2\Big]-\frac{V_c}{(2\pi)^3}\,\frac{2\pi A}{\alpha}.
\]

Radial Gauss-Legendre integration of \(F\) gives \(-0.12360\) Hartree per cell, or \(-3.363\) eV. The mesh sums below use \(\alpha=1/k_F^2\) and wavevectors up to \(10k_F\), with the remainder integrated radially. Only \(\mathbf Q\) is placed on the mesh: \(F\) is still that of the infinite gas, with its \(\mathbf k\)-integral done in closed form. Energies are in Hartree per cell.

| \(M\) | zero omitted | only \(\omega_p/2\) added | full correction |
|---:|---:|---:|---:|
| 4 | −0.11106 | −0.10627 | −0.12281 |
| 8 | −0.11997 | −0.11937 | −0.12355 |
| 16 | −0.12263 | −0.12255 | −0.12360 |

Adding only \(\omega_p/2\) worsens the energy, because the missing singular part has the opposite sign and is larger on these meshes. It does isolate the singular error: from \(M=8\) to 16 that error falls from 0.00423 to 0.00105 Hartree, a power of 2.01 in \(1/M\). At \(M=4\), the full correction reduces the error from 10% to 0.6% of the integrated energy. These figures measure the \(\mathbf Q\)-mesh error alone. When \(\mathbf k\) is also discrete, as in (5), shell effects remain: for closed shells at the same density the correction changes the error from 5.9% to 4.2% (of opposite sign) with 114 electrons, from 11.7% to 3.3% with 162, and from 2.4% to 0.5% (of opposite sign) with 1030.

In a crystalline metal the small-\(q\) coefficient can depend on direction through the Fermi surface, and the off-diagonal elements of \(\tilde\epsilon\) can contribute to the limit. The uniform-gas values of \(A\) and \(\omega_p\) cannot then simply be inserted. Equation (7) itself still holds on each finite mesh under the stated assumptions; the treatment of its long-wavelength limit has to follow the actual response.

Numerical values quoted here were computed with a short program.
